Why narrow ruthenium lines can have lower resistance than copper

Q: Bulk ruthenium has between four and five times the resistivity of bulk copper. I am asked to fill narrow trenches with it to lower the line resistance. What does the bulk resistivity leave out?

A: It leaves out the walls. Bulk resistivity ρ0 describes electrons whose mean free path λ, the distance between randomising collisions, is set by phonons and defects. In a line much narrower than λ, the walls end most free flights. One then has to ask which combination of ρ0 and λ survives.

Start with the bulk. A field E along z exerts a force −eE on each electron. Write the occupation as f0(ε) + δf, and let collisions randomise the direction at rate 1/τ. The steady linear Boltzmann equation is

−eE v_z f0′ = −δf/τ, so δf = eEτ v_z f0′,

where f0′ = df0/dε is negative. Scattering into a state would add a term proportional to the directional average of δf. That average is zero, because δf is odd in v_z. With two spin states, the current density is

j = −2e ∫ d³k/(2π)³ v_z δf = (e²E/4π³) ∫ d³k τ v_z² (−f0′).

At low temperature compared with the Fermi energy, −f0′ selects the Fermi surface. Using d³k = dS dε/(ħ|v|),

σ0 = (e²/4π³ħ) ∮ dS τ v_z²/|v|.

Now assume that λ = τ|v| is the same everywhere on the surface. With n = v/|v|, the integrand is λn_z². Cubic symmetry makes the integrals of n_x², n_y² and n_z² equal, and they add up to the area S_F, so each is S_F/3. Hence

σ0 = e²λS_F/(12π³ħ), ρ0λ = 12π³ħ/(e²S_F).

For a sphere, S_F = 4πk_F² and ρ0λ = 3π²ħ/(e²k_F²).

The scattering rate has dropped out. Heating the metal raises ρ0 and lowers λ, but leaves their product fixed as long as the Fermi surface and these assumptions hold.

Q: Does the area formula survive when the Fermi surface is not a sphere?

A: Yes, under the stated conditions of cubic symmetry and constant λ. A numerical test used the band ε = −(cos k_x + cos k_y + cos k_z) at Fermi energy −1.5, in dimensionless units. The conductivity summed directly over the Brillouin zone, divided by the value from the surface area, was 1.0006.

Q: What are the products for the two metals?

A: I use rough room-temperature values: ρ0 = 1.7 µΩ cm and λ = 39 nm for copper, 7.6 µΩ cm and 6.7 nm for ruthenium. Then

copper: 1.7 × 39 = 66.3 µΩ cm nm,
ruthenium: 7.6 × 6.7 = 50.9 µΩ cm nm.

For copper, a free-electron sphere with one electron per atom and a rough lattice constant of 0.36 nm gives 65.4 in the same unit. Ruthenium is hexagonal and has a complicated Fermi surface, so its product depends on the current direction; 50.9 is used here as a single rough value, not a computed directional average. Its large bulk resistivity goes with a short mean free path, and the product is not large.

Q: Show me that a wire really cares about the product.

A: Take a rectangular conductor of width w along x and height h along y, with current along z and a spherical Fermi surface. Let the walls be diffuse: an electron leaves a wall with no memory of its earlier direction. By the same oddness in v_z, δf is then zero for electrons just leaving a wall.

Inside the wire,

v·∇δf + δf/τ = eE v_z f0′.

Follow an electron backwards along its straight path. The field has contributed to its δf since the last wall, weighted by the chance of no bulk collision since then. If the path back to the wall has length L, the solution is

δf = eEτ v_z f0′ ∫₀^(L/λ) e^(−t) dt,

where t is path length in units of λ. The bulk result has infinity as the upper limit.

Now average over the electron's position. A backward path of length tλ moves it by tλ|n_x| across the width. The fraction of starting points still inside is 1 − tλ|n_x|/w, or zero once this is negative. The y coordinate is independent, so the two fractions multiply:

σ/σ0 = 3⟨n_z² ∫₀^∞ dt e^(−t) g(tλ|n_x|/w) g(tλ|n_y|/h)⟩,
g(u) = max(0, 1 − u).

The brackets average over all directions. Since ⟨n_z²⟩ = 1/3, setting g = 1 recovers the bulk.

Q: What does this give for a line that is still fairly wide?

A: For w, h ≫ λ, the exponential has died before g reaches zero, so to first order the product of the two factors is 1 − tλ|n_x|/w − tλ|n_y|/h. Because ∫₀^∞ t e^(−t) dt = 1,

σ/σ0 ≈ 1 − 3λ⟨n_z²|n_x|⟩/w − 3λ⟨n_z²|n_y|⟩/h.

Take x as polar axis and μ = |n_x|. Averaging n_z² around that axis gives (1 − μ²)/2, so

⟨n_z²|n_x|⟩ = ∫₀¹ μ(1 − μ²)/2 dμ = (1/2)(1/2 − 1/4) = 1/8.

The y average is the same. The perimeter P and area A obey P/A = 2(1/w + 1/h). Inverting σ to first order therefore gives

ρ ≈ ρ0 + (3/8)ρ0λ(1/w + 1/h) = ρ0 + (3/16)ρ0λP/A.

The added resistivity already depends on the product alone.

Q: And the opposite limit?

A: Take a square wire with w ≪ λ. Nearly all paths end at a wall before a bulk collision, so e^(−t) can be replaced by 1. Directions within an angle of order w/λ of the axis are exceptions, but their contribution vanishes relative to the rest as w/λ → 0.

Let θ be the angle to the z axis and φ the azimuth. A path has length ℓ/sinθ, where ℓ is its projection on the cross-section and ℓ̄(φ) is the average of ℓ over starting points. Then

σ/σ0 → (3/4πλ) ∫dφ ∫₀^π dθ sinθ cos²θ ℓ̄/sinθ
= (3/8λ) ∫₀^(2π) ℓ̄ dφ,

because the θ integral of cos²θ is π/2. For 0 < φ < π/4, the x walls set the largest possible ℓ, which is w/cosφ. With q = ℓcosφ/w,

ℓ̄ = (w/cosφ) ∫₀¹ (1 − q)(1 − q tanφ) dq
= (w/cosφ)(1/2 − tanφ/6).

There are eight equivalent sectors. The integrals of 1/cosφ and tanφ/cosφ from 0 to π/4 are ln(1+√2) and √2 − 1. Therefore

σ/σ0 → Kw/λ,
K = (3/2)[ln(1+√2) − (√2 − 1)/3] = 1.115,

and

ρ → ρ0λ/(Kw).

Now ρ0 and λ appear only as their product. Another rectangle changes K through h/w. K is the same for both metals only because both are given spherical Fermi surfaces here. The approach to the limit is gradual: the full formula deviates from it by 2.4% at w/λ = 0.01 and by 0.34% at 0.001.

The extra resistivity of a square wire is thus 0.75ρ0λ/w when wide, while the total tends to 0.90ρ0λ/w when narrow. A shorter λ with the same ρ0 gives a weaker size effect; a lower ρ0 with the same product gives no benefit in the narrow limit.

Q: So ruthenium wins because 50.9 is less than 66.3?

A: For equal conductors, that inequality is what permits a win at small width. Let x = λ/w and ρ/ρ0 = F(x), at fixed h/w. Then

ρ = (ρ0λ/w) F(x)/x.

To see how F(x)/x behaves, substitute u = xt in the wire formula:

x/F(x) = 3⟨n_z² ∫₀^∞ du e^(−u/x) g(u|n_x|) g(u|n_y|w/h)⟩.

The right side grows with x, because e^(−u/x) does. Hence F(x)/x falls with x. At the same width, ruthenium has the smaller x and therefore the larger F(x)/x. If its product were equal or larger, it would lose at every width in this model. With its lower product it wins once both metals are close enough to the narrow limit.

That happens very late. For bare conductors twice as high as wide, P/A = 3/w. The two-term formula, used here beyond its proper range as a hand estimate, gives

1.7 + (9/16)(66.3)/w = 7.6 + (9/16)(50.9)/w,
w = (37.3 − 28.6)/5.9 ≈ 1.5 nm.

The full wire formula also gives 1.5 nm. I would not trust a semiclassical model with featureless walls there, so the product alone does not explain a practical advantage.

Q: Then the copper barrier must matter. How do you put it in?

A: Copper needs a barrier against diffusion into the dielectric, usually with a liner to help the fill. Their thickness cannot shrink indefinitely with the trench. Let the trench have width W and height 2W, with a layer of thickness b on both sides and the bottom. The conducting core has

w = W − 2b, h = 2W − b,

and the line resistance per length is ρ(w,h)/(wh), if the layer carries no current. I take b = 2 nm for copper and 0.3 nm for a ruthenium adhesion layer, both rough choices.

For W = 10 nm:

copper core: 6.0 × 18.0 = 108 nm², 54% of the trench,
ruthenium core: 9.4 × 19.7 = 185 nm², 93% of the trench.

The wire formula gives σ/σ0 = 0.2014 for the copper core, so ρ = 1.7/0.2014 = 8.44 µΩ cm. Ruthenium has 11.17 µΩ cm. Since 1 µΩ cm/nm² = 10⁴ Ω/µm,

copper: 10⁴ × 8.44/108 = 781 Ω/µm,
ruthenium: 10⁴ × 11.17/185.2 = 603 Ω/µm.

The ratio of copper to ruthenium line resistance splits into two factors:

(8.44/11.17) × (185.2/108) = 0.756 × 1.715 = 1.30.

Ruthenium still has the higher resistivity, but by a factor of 1.3 instead of 4.5. Its larger area more than pays for that.

Q: Is the barrier just a loss of area, then?

A: It also brings the walls of the copper closer together. The two-term formula shows this simply. A 10 × 20 nm copper conductor has P/A = 0.300 nm⁻¹ and an estimated resistivity of 1.7 + (3/16)(66.3)(0.300) = 5.4 µΩ cm. The 6 × 18 nm core has P/A = 0.444 nm⁻¹ and 7.2 µΩ cm. The full formula gives 8.4 for that core, because its width is well below λ and the first-order expansion is too low.

Q: Where do the two metals cross?

A: At W ≈ 12 nm for these layers, this trench shape and diffuse walls. The trend is

W = 40 nm: copper 10.5, ruthenium 26.6 Ω/µm,
W = 20 nm: copper 73, ruthenium 120 Ω/µm,
W = 12 nm: copper 394, ruthenium 389 Ω/µm,
W = 8 nm: copper 2000, ruthenium 1050 Ω/µm.

Even at 8 nm the resistivity of copper is lower, 11.2 against 12.2 µΩ cm. In this range, ruthenium wins on line resistance without winning on resistivity.

The two-term formula puts the crossover at 11.1 nm. At W = 10 nm it underestimates the copper resistivity by 14% but that of ruthenium by only 5%, relative to the full formula, so it favours copper.

Q: Can you separate the causes without relying on one combined number?

A: Change one ingredient at a time, keeping the trench shape fixed.

With no layer on either metal, the crossover falls from 12.1 to 1.5 nm. With both layers present but bulk resistivities used, it is 5.3 nm. There the area ratio has to make up the whole factor 7.6/1.7 = 4.5, which requires the copper core to shrink to about 1.3 nm in width, a fifth of the trench area.

Next keep the layers and the size effect. If ruthenium is given the copper product, 66.3 µΩ cm nm, at its own ρ0, the crossover moves only to 11.3 nm. If it is instead given the copper mean free path of 39 nm, its product becomes 7.6 × 39 = 296 µΩ cm nm and the crossover drops to 6.6 nm.

So the 23% lower product of ruthenium is a modest help. The larger point is that its product is not 4.5 times that of copper, as its bulk resistivity might suggest. Size scattering removes most of copper's resistivity advantage, and the barrier then decides the comparison. The effects reinforce each other, since line resistance is resistivity divided by area and the barrier worsens both for copper.

Q: How do you know the wire formula itself is right?

A: It was tested against random flights, in which electrons move in straight lines, scatter isotropically in the bulk and leave walls with the cosine law of diffuse emission. Their diffusion constant along the wire, divided by the bulk value, equals σ/σ0. For the 6 × 18 nm copper core, 30,000 flights gave 0.204 against 0.201 from the formula. This tests the solution of the model, not whether real walls are diffuse.

Q: My walls may be smoother than that. What happens if some reflections are specular?

A: A specular reflection reverses n_x or n_y but preserves n_z, so the electron keeps its drift. Let each wall hit be specular with probability p. Unfold the reflected path into a straight one crossing repeated copies of the wire. If it spans u widths and m is the integer part of u, a fraction u − m of starting points gives m + 1 hits, and the rest give m. Thus

g(u) = (1 − u + m)p^m + (u − m)p^(m+1)
= p^m[1 − (1 − p)(u − m)].

Setting p = 0 returns the earlier g. For a square wire with w = λ/2 and p = 0.5, this gives σ/σ0 = 0.544, and random flights give 0.548.

The consequence is uncomfortable for ruthenium. At W = 10 nm, with ruthenium walls kept diffuse, p = 0.23 at the copper walls is enough to make the two line resistances equal. At this width the predicted advantage therefore depends on copper walls that are mostly diffuse. Narrower trenches tolerate more specularity: at W = 8 nm the tie needs p of about 0.5.

Q: Plated copper is polycrystalline. Do grain boundaries spoil the argument?

A: They bring in the same product. First find the resistance times area of a ballistic conductor. A voltage V fills forward-moving states over an energy range eV, so the current density is

j = (e²V/4π³ħ) ∫_(n_z>0) n_z dS = e²k_F²V/(4π²ħ),

because a hemisphere projects onto a disc of area πk_F². The resistance times area is therefore

V/j = 4π²ħ/(e²k_F²) = (4/3)ρ0λ.

Now insert planes that reflect with probability R. For two planes with transmissions T_i = 1 − R_i, summing the repeated reflections incoherently gives T = T₁T₂/(1 − R₁R₂). Then

1/T − 1 = (1 − R₁R₂ − T₁T₂)/(T₁T₂)
= (R₁T₂ + R₂T₁)/(T₁T₂) = R₁/T₁ + R₂/T₂.

Each plane thus adds R/(1 − R) to 1/T. At a given voltage the current is proportional to T, so the resistance times area is (4/3)ρ0λ/T, and each plane adds (4/3)ρ0λR/(1 − R) to it. For spacing D, the added resistivity is

Δρ = (4/3)(ρ0λ/D) R/(1 − R).

This derivation takes R independent of angle and no other scattering between planes. Adding Δρ to the wall-limited resistivity is therefore an estimate. For the copper core with D = 6 nm and R = 0.3, it gives

ρ/ρ0 = 1/0.2014 + (4/3)(39/6)(0.3/0.7) = 8.7,

while random flights with both walls and planes give 9.5. The estimate is 8% low relative to the flights.

Q: And the crossover?

A: Set D equal to the core width in each metal. At W = 10 nm and R = 0.3, boundaries add about 6.3 µΩ cm to copper and 3.1 to ruthenium: copper has both the larger product and the narrower core. The estimated crossover rises to about 16 nm.

Equal R is an assumption, however. With 0.3 for copper and 0.5 for ruthenium, the crossover is about 13 nm. At W = 10 nm, ruthenium loses its advantage when its R reaches about 0.66. If its boundaries reflect that strongly, grains larger than the core width would help, since Δρ falls as 1/D.

These crossovers inherit the error of the additive estimate, which is too low by more for copper than for ruthenium. Random flights with walls and planes together put them roughly half a nanometre higher: about 0.7 nm for the 16 nm crossover, 0.6 nm for the 13 nm one and 0.4 nm for the tie at 10 nm.

Q: How should I set all this beside a real interconnect?

A: The bulk resistivities and layer thicknesses are rough but realistic in scale. The result is sensitive to the copper layer: with 1.5 or 2.5 nm instead of 2 nm, the crossover without grain boundaries lies at about 10 or 14 nm. Real lines also have grain boundaries. With R = 0.3 in copper, they moved the crossover from 12 nm up to 16 or 13 nm for R = 0.3 or 0.5 in ruthenium, but down to 10 nm for R = 0.66. Partly specular copper walls would move it down. Impurities and voids in a deposit can also raise its resistivity above the bulk value used here.

Three further effects are modest in this example. If the whole copper layer conducted with a rough resistivity of 200 µΩ cm, it would carry 3.6% as much current as the copper core, against a 30% difference between the lines. For operation 75 K warmer, a rough coefficient of 0.004 per K raises both bulk resistivities by a factor of 1.3 at fixed ρ0λ. The gap between the bulk values widens and the crossover falls to 11 nm. As for the directional product of ruthenium, raising it by 30% is the equal-product case above, which costs 0.8 nm; lowering it by 25% moves the crossover up by about as much. This varies only the product. The shape of the Fermi surface also changes how strongly walls act at a given product: for the cubic band used earlier, with walls along the cube faces, the narrow-wire resistivity is roughly 40% above the spherical value. Using the spherical wire formula for ruthenium is therefore an approximation whose error is not determined here.

The 6 × 18 nm copper core has about 1600 transverse quantum modes, so treating them as a continuum is reasonable. Scaled by area, the bare 1.5 nm line would have only about 70, another reason to distrust that crossover.

Q: What would you measure before choosing the metal?

A: Measure line resistance per length at the intended trench width, together with the actual core area. Resistance alone cannot tell a thinner barrier from better walls or grains. The model supports ruthenium below a crossover near 12 nm for the stated layers and diffuse walls. If copper can be used with a thinner barrier or smoother interfaces, that width moves down and the choice has to be made again. Grain boundaries can move it either way, depending on how strongly they reflect in each metal. The numerical output gives the remaining widths and intermediate values.

Calculated quantities

```
Cu input: rho0 1.7 uohm cm, mfp 39.0 nm, layer 2.0 nm
Cu product rho0*mfp: 66.3 uohm cm nm = 0.663e-15 ohm m^2
Ru input: rho0 7.6 uohm cm, mfp 6.7 nm, layer 0.3 nm
Ru product rho0*mfp: 50.9 uohm cm nm = 0.509e-15 ohm m^2
Cu free-electron product (a = 0.36 nm): 65.4 uohm cm nm
Fermi-surface test, zone sum / area formula: 1.0006
narrow-square constant K: 1.1150
deviation from narrow limit at w/mfp 0.01, 0.001: 0.0237, 0.0034
trench: width 10 nm, height 20 nm, area 200 nm^2
Cu core: 6.0 x 18.0 nm, area 108.0 nm^2, share 0.540
Ru core: 9.4 x 19.7 nm, area 185.2 nm^2, share 0.926
Cu sigma/sigma0: formula 0.2014, random flights 0.2044
quadrature shift on doubling nodes (relative): 7.8e-16
p=0.5, w=h=mfp/2: formula 0.5443, random flights 0.5482
resistivity in trench: Cu 8.44, Ru 11.17 uohm cm
line resistance: Cu 781, Ru 603 ohm/um
Cu/Ru ratios: resistivity 0.756, inverse area 1.715, line 1.296
width nm | rho Cu, Ru (uohm cm) | line Cu, Ru (ohm/um)
  40 | 2.93, 8.37 | 10.5, 26.6
  30 | 3.42, 8.65 | 22.7, 49.3
  20 | 4.46, 9.23 | 73.4, 119.9
  15 | 5.62, 9.86 | 182.6, 230.5
  12 | 6.93, 10.50 | 394.0, 388.7
  10 | 8.44, 11.17 | 781.4, 603.1
   8 | 11.21, 12.19 | 2002.5, 1049.6
crossover width, full model: 12.13 nm
crossover, two-term resistivity: 11.12 nm
crossover, no layers on either metal: 1.54 nm
crossover, layers but bulk resistivities: 5.25 nm
crossover, Ru given the product of Cu: 11.28 nm
crossover, Ru given the mfp of Cu: 6.55 nm
grain test, Cu core, R=0.3, D=6 nm, rho/rho0: estimate 8.68, flights 9.46
crossover with grains, R=0.3 in both: 15.88 nm
crossover with grains, R=0.3 in Cu, 0.5 in Ru: 12.95 nm
Ru reflection R that ties at 10 nm (Cu R=0.3): 0.66
Cu specular fraction that ties at 10 nm (Ru diffuse, no grains): 0.23
barrier/Cu conductance at 200 uohm cm barrier: 3.6 %
crossover 75 K warmer (rho0 x 1.30, product fixed): 11.07 nm
transverse modes in Cu core: 1599
```
